\section*{Surface strain of a film-stressed wafer, free and held flat}

\section*{The problem}

A circular wafer of radius $R$ and thickness $h$ carries a uniform thin film on its top face. The film is under tension and pulls on the wafer with a force $N$ per unit length. The wafer is first left free to bow, and is then held flat on a chuck. How does the in-plane strain of the substrate's top face, where devices are patterned, differ between the two states?

Substrate strain is measured from the bare, stress-free wafer, and tension is positive. The substrate is linearly elastic and isotropic in its plane, with Young modulus $E$, Poisson ratio $\nu$ and biaxial modulus $M=E/(1-\nu)$. ``Free'' means free of gravity as well as of supports; part (g) shows why this matters. The formulas contain no quantum constants and hold in any consistent units, atomic units included.

The numerical case has roughly the parameters of a tensile silicon nitride film on a 300 mm silicon wafer: film thickness $h_f=100$ nm, film stress 1 GPa, $h=775\ \mu$m, $R=150$ mm, $M=180$ GPa and $\nu=0.28$. Thus
\begin{equation}
N=(10^9\ \mathrm{Pa})(10^{-7}\ \mathrm{m})=100\ \mathrm{N/m},
\end{equation}
or $6.24$ eV/\AA$^2$.

\section*{(a) The free wafer}

\textbf{Question.} Find the curvature and the strain of both substrate faces, for a small bow and a film much thinner than the wafer.

\textbf{Solution.} Let $z$ point upward from the substrate's mid-plane, so that the film sits at $z=h/2$. Far from the rim nothing distinguishes one in-plane direction from another, and the wafer takes the shape $w=\kappa r^2/2$, with $\kappa>0$ when it is concave towards the film. Lines normal to the mid-plane stay normal to it. A point at height $z$ therefore moves sideways by $-z\,\partial w/\partial x=-z\kappa x$, in addition to the uniform stretch $e_0x$. The strain is the same in both in-plane directions:
\begin{equation}
e(z)=e_0-\kappa z .
\end{equation}
With no stress along $z$, Hooke's law for equal strains gives
\begin{equation}
\sigma=\frac{E}{1-\nu^2}(e+\nu e)=\frac{E}{1-\nu}\,e=Me .
\end{equation}

No outside force acts, so the total force across a vertical cut vanishes. The term linear in $z$ integrates to zero:
\begin{equation}
\int_{-h/2}^{h/2}M(e_0-\kappa z)\,dz+N=Mhe_0+N=0,
\qquad e_0=-\frac{N}{Mh}. \label{force}
\end{equation}
The total moment about the mid-plane vanishes too. Now the constant term drops out, and $\int z^2dz=h^3/12$:
\begin{equation}
-\frac{Mh^3}{12}\kappa+\frac{Nh}{2}=0,
\qquad \kappa=\frac{6N}{Mh^2}. \label{stoney}
\end{equation}
This is the Stoney relation. The bending strain at the top face is $-\kappa h/2=-3N/(Mh)$, and at the bottom face it has the opposite sign. Hence
\begin{align}
e_{\rm top}^{\rm free}&=-\frac{N}{Mh}-\frac{3N}{Mh}=-\frac{4N}{Mh},\\
e_{\rm bottom}^{\rm free}&=-\frac{N}{Mh}+\frac{3N}{Mh}=+\frac{2N}{Mh}.
\end{align}
A tensile film compresses the face beneath it. One quarter of that compression is uniform shortening and three quarters is bending. For a compressive film $N$ is negative and all signs reverse.

\section*{(b) The wafer held flat without friction}

\textbf{Question.} The chuck exerts normal forces alone. Find the strain of both faces and compare the top face with part (a), at the same $N$.

\textbf{Solution.} Flatness means $\kappa=0$, so the strain is $e_0$ at every depth. Normal forces have no lateral component, and the lateral force balance is still Eq.~(\ref{force}). Therefore
\begin{equation}
e^{\rm flat}_{\rm top}=e^{\rm flat}_{\rm bottom}=-\frac{N}{Mh},
\qquad
\frac{e^{\rm flat}_{\rm top}}{e^{\rm free}_{\rm top}}=\frac14 .
\end{equation}
Flattening removes the bending and leaves the uniform shortening. The bottom face goes from tension to compression.

Using $\sigma=Me$ here assumes that clamping adds no mean stress along $z$. This holds for a vacuum chuck: the air pressure on the top face and the rim is the same as before clamping, and the contact forces below replace the air pressure removed there. A clamp that pressed on the top face with an extra pressure $p$ would add an in-plane strain $\nu p/E$, which is $0.11\times10^{-6}$ for the 50 kPa used in part (d), and this would have to be subtracted.

The moment balance has changed: the chuck must now supply a moment $Nh/2$ per unit length to oppose the film. Because this moment is uniform over the interior, it needs no extra distributed pressure there; the forces that create it act near the rim, as part (d) shows.

The result can be tested without assuming that normals stay normal. The three-dimensional elastic equations were solved for a disc of radius $8h$ with $\nu=0.28$, pulled inward by a uniform line force around its top edge. This is how a thin film of constant $N$ loads the substrate. In the flat case the bottom face was kept in its plane but left free to slide. The mean strains within half the radius, in units of $N/(Mh)$, were $-4.000$ (top) and $2.000$ (bottom) for the free disc, and $-1.000$ on both faces for the flat one.

\section*{(c) A film of finite thickness}

\textbf{Question.} Let the film have biaxial modulus $M_f=mM$ and thickness $h_f=\eta h$. Find the ratio for any $\eta$, and its first correction for a thin film.

\textbf{Solution.} The film would be free of stress if it could shrink by a strain $\varepsilon$ relative to the bare substrate. Measure height from the interface in units of $h$, calling it $\zeta$, and write the common strain as $a+b\zeta$. The substrate fills $-1<\zeta<0$ with stress $M(a+b\zeta)$; the film fills $0<\zeta<\eta$ with stress $mM(a+b\zeta+\varepsilon)$. Zero force and zero moment about the interface give, after division by $M$,
\begin{align}
Aa+Bb&=-m\eta\varepsilon, & Ba+Cb&=-\tfrac12m\eta^2\varepsilon,\\
A&=1+m\eta, & B&=\tfrac12(m\eta^2-1),\quad C=\tfrac13(1+m\eta^3).
\end{align}
Eliminating $b$ yields
\begin{equation}
a_{\rm free}=-m\eta\varepsilon\,\frac{C-\eta B/2}{AC-B^2}.
\end{equation}
The numerator is
\begin{equation}
C-\frac{\eta B}{2}=\frac{1+m\eta^3}{3}+\frac{\eta-m\eta^3}{4}
=\frac{4+3\eta+m\eta^3}{12},
\end{equation}
and the denominator is
\begin{align}
AC-B^2&=\frac{4(1+m\eta)(1+m\eta^3)-3(1-m\eta^2)^2}{12}\nonumber\\
&=\frac{1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4}{12}.
\end{align}
In the flat state $b=0$, and the force equation alone gives $a_{\rm flat}=-m\eta\varepsilon/(1+m\eta)$. Dividing,
\begin{equation}
\frac{a_{\rm flat}}{a_{\rm free}}=
\frac{1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4}
{(1+m\eta)(4+3\eta+m\eta^3)} .
\end{equation}
To first order in $\eta$ this is $\frac14(1+4m\eta)(1-m\eta)(1-\frac34\eta)$, so
\begin{equation}
\frac{a_{\rm flat}}{a_{\rm free}}=\frac14\left[1+\left(3m-\tfrac34\right)\eta+O(\eta^2)\right].
\end{equation}

With $M_f=300$ GPa, $m=1.67$ and $\eta=1.29\times10^{-4}$, the ratio is 0.2501. For a film one tenth as thick as the wafer, with the same $m$, it is 0.353. One quarter is thus a thin-film limit.

The small $\eta$ also justifies using the same $N$ in parts (a) and (b). Flattening stretches the interface by $3N/(Mh)=2.15\times10^{-6}$, which changes the film stress by $300\ \mathrm{GPa}\times2.15\times10^{-6}\simeq0.6$ MPa out of 1 GPa. The quarter applies to the substrate's strain; the film's own stress hardly changes.

\section*{(d) What happens at the rim}

\textbf{Question.} A free edge cannot carry the moment $Nh/2$ required in part (b). For a tensile film and a uniform clamping pressure $p$, how wide is the strip that lifts off, and how high does its edge rise?

\textbf{Solution.} Let $s$ be the distance inward from the edge and $w(s)$ the lift. If the strip is narrow compared with $R$, its curvature around the rim is negligible and its bending stiffness is
\begin{equation}
D=\frac{Eh^3}{12(1-\nu^2)}=\frac{Mh^3}{12(1+\nu)} .
\end{equation}
The film bends the strip upward with moment $Nh/2$. The pressure on the part between the edge and $s$ has resultant $ps$ and lever arm $s/2$, and bends it downward:
\begin{equation}
Dw''=\frac{Nh}{2}-\frac{ps^2}{2}. \label{strip}
\end{equation}
Contact begins at $s=\ell$, and beyond it $w=0$. A rigid plane can push with a concentrated force along the contact line but cannot apply a concentrated couple there, so $w''$ is continuous and vanishes at $\ell$:
\begin{equation}
\ell=\sqrt{\frac{Nh}{p}} .
\end{equation}
For $s<\ell$ Eq.~(\ref{strip}) gives $w''>0$, so the strip does rise, as assumed. Since $w(\ell)=w'(\ell)=0$, integration by parts gives the edge height
\begin{equation}
w(0)=\int_0^\ell s\,w''\,ds
=\frac1D\left(\frac{Nh\ell^2}{4}-\frac{p\ell^4}{8}\right)
=\frac{N^2h^2}{8pD}.
\end{equation}
This identifies the holding moment. The clamping force $p\ell$ on the strip and the equal reaction along the contact line are separated by $\ell/2$, and form a couple $p\ell^2/2=Nh/2$.

For $p=50$ kPa and $Nh=0.0775$ N,
\begin{equation}
\ell=\sqrt{\frac{0.0775}{5\times10^4}}\ \mathrm{m}=1.24\ \mathrm{mm},
\end{equation}
and the plate formula gives an edge height of about 2.8 nm. This width is only 1.6 wafer thicknesses, so plate theory gives no more than its order of magnitude: in so thick a body the contact force is spread over a comparable distance instead of a line, and contact begins nearer the edge. A two-dimensional elastic contact solution gives a lifted width of about 0.8 mm and an edge height of about 2.4 nm. The quarter law does not hold in the strip itself; it applies farther in, a few wafer thicknesses beyond the contact line. For a compressive film Eq.~(\ref{strip}) would demand a negative lift, so that case needs a different contact pattern.

\section*{(e) What friction can do}

\textbf{Question.} Suppose that the bottom face stays locked at its free-standing length while the wafer becomes flat. What is the ratio now, and can friction hold this state?

\textbf{Solution.} The bottom strain remains $+2N/(Mh)$. A flat wafer has the same strain at every depth, so the top face has this value too, and
\begin{equation}
\frac{e_{\rm top}^{\rm locked}}{e_{\rm top}^{\rm free}}
=\frac{+2N/(Mh)}{-4N/(Mh)}=-\frac12 .
\end{equation}
The top face ends in tension instead of compression. The lateral force per length no longer vanishes; substrate and film together carry
\begin{equation}
Mh\,\frac{2N}{Mh}+N=3N .
\end{equation}
At the free edge this resultant must be zero. Friction with coefficient $\mu$ supplies at most $\mu p$ per unit area. In a narrow rim band, where the difference between radial and circumferential forces is neglected, the resultant therefore grows inward as $\mu ps$ and reaches $3N$ at
\begin{equation}
s_\mu=\frac{3N}{\mu p}=\frac{300\ \mathrm{N/m}}{0.3\times5\times10^4\ \mathrm{Pa}}=20\ \mathrm{mm},
\end{equation}
for an assumed $\mu=0.3$. The band slides inward, while the rest of the 150 mm radius can stay locked. Friction at the full clamping pressure could thus hold this state once it had been set up. Setting it up is another matter, since the bottom face must be gripped before its bending strain has relaxed. A wafer with a tensile film is a bowl that touches first at its centre and rolls down outward. By part (d), $w'=w''=0$ at the contact line, so each ring of the bottom face lands with its bending already removed. The wafer's own weight, $\rho gh\simeq18$ Pa (part (g)), lays it flat except for a rim strip of width $\sqrt{N/(\rho g)}\simeq66$ mm, and at that load friction is nearly three thousand times weaker. Within plate theory, such a wafer laid down slowly on a flat chuck therefore ends close to one quarter, and $-\frac12$ is a limiting case, not a prediction. The quarter law needs a wafer that has reached its force-free size, by sliding or by rolling down.

\section*{(f) A bow that is not small}

\textbf{Question.} A flat sheet cannot become a spherical cap without stretching. Find the leading effect of this on the free wafer.

\textbf{Solution.} Let $T_r$ and $T_\theta$ be the radial and circumferential forces per length carried by the whole wafer. Both vanish in part (a). In-plane equilibrium requires $T_\theta=d(rT_r)/dr$. The extra mid-plane strains are $\epsilon_\theta=u/r$ and $\epsilon_r=u'+w'^2/2$, where $u$ is the extra radial displacement. Eliminating $u$, with $w'=\kappa r$,
\begin{equation}
\epsilon_r-\frac{d(r\epsilon_\theta)}{dr}=\frac{\kappa^2r^2}{2}. \label{compat}
\end{equation}
Try $T_r=K(R^2-r^2)$, which vanishes at the free edge. Equilibrium then gives $T_\theta=K(R^2-3r^2)$, and Hooke's law gives
\begin{align}
Eh\,\epsilon_r&=T_r-\nu T_\theta=K[(1-\nu)R^2-(1-3\nu)r^2],\\
Eh\,\epsilon_\theta&=T_\theta-\nu T_r=K[(1-\nu)R^2-(3-\nu)r^2].
\end{align}
The left side of Eq.~(\ref{compat}) becomes $Kr^2[3(3-\nu)-(1-3\nu)]/(Eh)=8Kr^2/(Eh)$, so $K=Eh\kappa^2/16$. The extra strains at the centre and around the rim are
\begin{equation}
\epsilon(0)=\frac{(1-\nu)\kappa^2R^2}{16},\qquad
\epsilon_\theta(R)=-\frac{\kappa^2R^2}{8}.
\end{equation}

The stretching also resists the bow. Its energy, with $x=r^2/R^2$, is
\begin{align}
U_s&=\frac{1}{2Eh}\int(T_r^2+T_\theta^2-2\nu T_rT_\theta)\,dA\nonumber\\
&=\frac{\pi R^6K^2}{2Eh}\int_0^1\!\left[(1-x)^2+(1-3x)^2-2\nu(1-x)(1-3x)\right]dx .
\end{align}
The three integrals are $\frac13$, $1$ and $0$, so $U_s=\pi Eh\kappa^4R^6/384$. The bending energy per area is $\int M\kappa^2z^2dz=Mh^3\kappa^2/12$. The film contributes $2N(-\kappa h/2)=-Nh\kappa$ per area; it does no net work on the extra stretch, because $T_r+T_\theta$ averages to zero over the disc. Dividing the total energy by $\pi R^2$ and setting its derivative with respect to $\kappa$ to zero,
\begin{equation}
\frac{Mh^3\kappa}{6}+\frac{Eh\kappa^3R^4}{96}=Nh
\;\Rightarrow\;
\kappa\left[1+(1-\nu)\left(\frac{\kappa R^2}{4h}\right)^2\right]=\frac{6N}{Mh^2}.
\end{equation}
This assumes a uniform curvature. In the example $\kappa R^2/(4h)=0.040$, and the predicted reduction is 0.12\%. A numerical solution of the plate equations, with the curvature free to vary along the radius, lowers the slope at the rim by 0.116\%.

The central stretch is $0.031\times10^{-6}$, about 1\% of the free top strain. It opposes the compression there, and together with the slightly reduced central curvature it raises the ratio at the centre from 0.250 to 0.253. The flat wafer has no such stretch.

\section*{(g) The numbers, and the weight of the wafer}

\textbf{Question.} Evaluate the strains, and compare them with those caused by gravity when the wafer lies horizontally, supported along its rim.

\textbf{Solution.} The unit of strain is
\begin{equation}
\frac{N}{Mh}=\frac{100}{(1.80\times10^{11})(7.75\times10^{-4})}=0.717\times10^{-6}.
\end{equation}
The free top face has strain $-2.87\times10^{-6}$ and the free bottom face $+1.43\times10^{-6}$; both faces of the flat wafer have $-0.717\times10^{-6}$. The free curvature is $0.00555\ \mathrm{m^{-1}}$, and the bow $\kappa R^2/2$ is $62\ \mu$m. On the frictionless chuck the rim sits $0.717\times10^{-6}\times150\ \mathrm{mm}\simeq108$ nm inside its position on a bare wafer.

For gravity, let $q=\rho gh$ be the weight per area and $\theta=w'$ the slope. The weight inside radius $r$ is carried by a shear force $qr/2$ per length, and the moments obey
\begin{equation}
\frac{dM_r}{dr}+\frac{M_r-M_\theta}{r}=-\frac{qr}{2},
\end{equation}
with $M_r=D(\theta'+\nu\theta/r)$ and $M_\theta=D(\theta/r+\nu\theta')$. The terms in $\nu$ cancel, leaving
\begin{equation}
\theta''+\frac{\theta'}{r}-\frac{\theta}{r^2}=-\frac{qr}{2D},
\qquad \theta=\frac{q}{16D}(cr-r^3),
\end{equation}
since the left side applied to $r^3$ gives $8r$ and applied to $r$ gives zero. The condition $M_r(R)=0$ reads $c(1+\nu)=(3+\nu)R^2$. The central curvature and top strain are then
\begin{equation}
\kappa_g=\theta'(0)=\frac{(3+\nu)qR^2}{16(1+\nu)D},\qquad
e_g=-\frac{\kappa_gh}{2}.
\end{equation}
With $\rho=2330\ \mathrm{kg/m^3}$, this linear theory gives $e_g\simeq-4.5\times10^{-6}$, larger in size than the film's own contribution. If it were not subtracted, the top strain before clamping would be about $-7.4\times10^{-6}$ and the apparent ratio $0.717/7.4\simeq0.10$. A comparison with one quarter therefore requires the gravity part to be removed. Simple subtraction is only approximate: film and weight together bow the wafer by about $170\ \mu$m, and the stretching described in part (f) then changes the central strain by several per cent.

Temperature matters as well. With a thermal expansion of $2.6\times10^{-6}\ \mathrm{K^{-1}}$, warming the wafer by 0.28 K produces a strain as large as the flat-state film strain. The two states must be compared at the same temperature.

\textbf{The real case.} The wafer dimensions are those of a standard 300 mm silicon wafer. The film stress is high but attainable for tensile nitride; in the linear regime it scales all film strains and leaves the ratio unchanged. Silicon is a cubic crystal, and the single pair $E,\nu$ used for the rim, the large bow and gravity is an approximation. With the cubic constants of a (100) wafer the linear gravity strain is $-4.4\times10^{-6}$ instead of $-4.5\times10^{-6}$, and the plate edge height runs from 2.7 nm where the edge normal lies along $\langle100\rangle$ to 2.3 nm where it lies along $\langle110\rangle$. A patterned film has an $N$ that varies across the wafer, which the uniform model does not cover. Among the mechanical effects sized here for the clamped state, friction has the widest conceivable range: full locking, a limiting case that slow laying-down of a wafer with a tensile film does not produce, would move the ratio from $+0.25$ to $-0.50$, whereas the finite film thickness changes it by about $10^{-4}$. The complete values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough typical values)
film thickness              100 nm
film stress                 1.00 GPa
film biaxial modulus        300 GPa
wafer thickness             775 um
wafer radius                150 mm
wafer biaxial modulus       180 GPa
wafer Poisson ratio         0.28
wafer Young modulus         129.6 GPa
clamping pressure           50 kPa
friction coefficient        0.30
wafer density               2330 kg/m3
thermal expansion           2.6 1e-6/K
THIN-FILM RESULTS
film force per length       100.0 N/m
same, converted             6.242 eV/angstrom^2
free curvature              0.00555 1/m
free bow                    62.4 um
free top strain             -2.867 1e-6
free bottom strain          1.434 1e-6
flat strain, both faces     -0.717 1e-6
ratio flat/free at top      0.2500
flat rim displacement       -107.5 nm
holding moment per length   0.03875 N
3D ELASTIC DISC, strain in N/(M h)
free top, bottom            -4.0001, 2.0002
flat top, bottom            -0.9999, -0.9998
ratio flat/free at top      0.2500
NEGLECTED EFFECTS
ratio, finite film          0.250137
ratio, film 1/10 of wafer   0.3534
large bow: slope loss       0.116 %
large bow: centre stretch   0.0311 1e-6
large bow: rim hoop strain  -0.0864 1e-6
large bow: centre ratio     0.2532
gravity top strain, centre  -4.533 1e-6
rim lift width              1.24 mm
rim lift height             2.75 nm
locked face: top ratio      -0.5000
locked face: slip band      20.0 mm
heating equal to flat strain 0.276 K
\end{verbatim}
